# Two derivations of the volume element in Hylleraas coordinates

A two-electron integral written in Hylleraas coordinates needs a range for $t=r_1-r_2$. Should $t$ run from $-u$ to $u$, or from $0$ to $u$ with a doubled prefactor? The two choices agree when the integrand is unchanged by exchanging the electrons, as for the norm or the total potential energy of an exchange-symmetric trial function. They can disagree otherwise: for a Gaussian below with different exponents for the two electrons, the half range gives an integral 28% above the correct value. The decision rests on the volume element, its prefactor and its limits, taken together.

## The statement

Two electrons have positions $\mathbf r_1,\mathbf r_2$ measured from a fixed nucleus. Let $r_1,r_2$ be their distances from the nucleus and $r_{12}=|\mathbf r_1-\mathbf r_2|$ their separation. The Hylleraas coordinates are

$$s=r_1+r_2,\qquad t=r_1-r_2,\qquad u=r_{12}.$$

For every function $f(s,t,u)$ whose absolute value has a finite integral,

$$\int\!\!\int f\,d^3r_1\,d^3r_2=\pi^2\int_0^\infty\!ds\int_0^s\!du\int_{-u}^{u}\!dt\;u(s^2-t^2)\,f(s,t,u).\tag{1}$$

The left side has six integrations and the right side has three. The nucleus and the two electrons form a triangle: its shape is fixed by $s,t,u$, and its orientation in space by three angles. The integral over those angles is already contained in the factor $\pi^2$, so (1) is not a change of variables from six coordinates to three. It is a change of variables followed by an integration over orientations.

## First derivation: integrate out the orientation

**Separating the angles.** Describe electron 1 by spherical coordinates $r_1,\beta,\alpha$ about a fixed axis, with polar angle $\beta$ and azimuth $\alpha$. For each position of electron 1, describe electron 2 by spherical coordinates whose polar axis points along $\mathbf r_1$. Its polar angle $\theta$ is then the angle between the two position vectors, and its azimuth is called $\gamma$. Turning the axes used for electron 2 does not change its volume element, so

$$d^3r_1\,d^3r_2=r_1^2\sin\beta\,dr_1\,d\beta\,d\alpha\;\,r_2^2\sin\theta\,dr_2\,d\theta\,d\gamma .$$

The function $f$ depends on $r_1$, $r_2$ and $\theta$, but not on $\alpha,\beta,\gamma$. These three angles therefore contribute

$$\int_0^{2\pi}\!d\alpha\int_0^\pi\!\sin\beta\,d\beta\int_0^{2\pi}\!d\gamma=2\pi\cdot2\cdot2\pi=8\pi^2 ,$$

and the remaining element is $8\pi^2r_1^2r_2^2\sin\theta\,dr_1\,dr_2\,d\theta$.

**Replacing the angle by the separation.** The law of cosines gives

$$u^2=r_1^2+r_2^2-2r_1r_2\cos\theta .$$

Differentiate at fixed $r_1,r_2$. The derivative of $-\cos\theta$ is $+\sin\theta$, so $2u\,du=2r_1r_2\sin\theta\,d\theta$, or

$$r_1r_2\sin\theta\,d\theta=u\,du .$$

One of the two factors $r_1r_2$ is used up, which leaves

$$8\pi^2\,r_1r_2\,u\,dr_1\,dr_2\,du.\tag{2}$$

As $\theta$ grows from $0$ to $\pi$, $u$ grows from $|r_1-r_2|$ to $r_1+r_2$.

**Replacing the radii.** Adding and subtracting the definitions of $s$ and $t$ gives $r_1=(s+t)/2$ and $r_2=(s-t)/2$. The Jacobian determinant is

$$\frac{\partial(r_1,r_2)}{\partial(s,t)}=\begin{vmatrix}\tfrac12&\tfrac12\\[2pt]\tfrac12&-\tfrac12\end{vmatrix}=-\tfrac14-\tfrac14=-\tfrac12 .$$

Volumes are positive, so its absolute value enters: $dr_1\,dr_2=\tfrac12\,ds\,dt$. The product of the radii is

$$r_1r_2=\frac{(s+t)(s-t)}4=\frac{s^2-t^2}4 .$$

Inserting both in (2),

$$8\pi^2\cdot\frac{s^2-t^2}{4}\cdot u\cdot\frac12\,ds\,dt\,du=\pi^2u(s^2-t^2)\,ds\,dt\,du .$$

**Limits.** The range found for $u$ reads, in the new variables,

$$|t|\le u\le s.\tag{3}$$

This also secures $r_1,r_2\ge0$, because $|t|\le s$ makes both $s+t$ and $s-t$ non-negative. Conversely, if (3) holds and both radii are positive, the law of cosines gives a value of $\cos\theta$ between $-1$ and $1$, so a triangle with these sides exists. Condition (3) is therefore the whole domain. Choosing $s$ first, then $u$, then $t$ gives the limits in (1). Choosing $t$ before $u$ gives the equivalent order $0\le s<\infty$, $-s\le t\le s$, $|t|\le u\le s$.

## Second derivation: use linear changes of the position vectors

This route introduces no angles. It uses the three scalar products

$$A=\mathbf r_1\cdot\mathbf r_1,\qquad B=\mathbf r_2\cdot\mathbf r_2,\qquad C=\mathbf r_1\cdot\mathbf r_2 ,$$

which fix the shape of the triangle as well as $s,t,u$ do. The aim is to find the weight $w(A,B,C)$ in

$$\int\!\!\int f\,d^3r_1\,d^3r_2=\int w(A,B,C)\,f\,dA\,dB\,dC .$$

**Why a weight exists.** Small displacements change the scalar products by $dA=2\mathbf r_1\cdot d\mathbf r_1$, $dB=2\mathbf r_2\cdot d\mathbf r_2$ and $dC=\mathbf r_2\cdot d\mathbf r_1+\mathbf r_1\cdot d\mathbf r_2$. Suppose a combination $a\,dA+b\,dB+c\,dC$ vanishes for all displacements. Then $2a\mathbf r_1+c\,\mathbf r_2=0$ and $2b\,\mathbf r_2+c\,\mathbf r_1=0$. If $\mathbf r_1$ and $\mathbf r_2$ are not parallel, this forces $a=b=c=0$. The three scalar products can then serve as three of six local coordinates. The other three describe the orientations of one triangle, a closed and bounded set, and integrating over them leaves a finite, continuous weight. Parallel vectors fill no six-dimensional volume and may be ignored. For the others $AB-C^2>0$, since $C^2=AB\cos^2\theta$.

**Two linear maps.** First stretch the vectors: $\mathbf r_1\to\lambda\mathbf r_1$, $\mathbf r_2\to\mu\mathbf r_2$, with $\lambda,\mu>0$. Each vector has three components, so six-dimensional volumes grow by $\lambda^3\mu^3$. The scalar products become $\lambda^2A$, $\mu^2B$, $\lambda\mu C$, so volumes in the space of $A,B,C$ grow by

$$\lambda^2\cdot\mu^2\cdot\lambda\mu=\lambda^3\mu^3 ,$$

which is the same factor.

Next shear them: $\mathbf r_1\to\mathbf r_1$, $\mathbf r_2\to\mathbf r_2+\kappa\mathbf r_1$. For each fixed $\mathbf r_1$ this merely shifts $\mathbf r_2$, so six-dimensional volumes do not change. The scalar products become

$$A'=A,\qquad C'=C+\kappa A,\qquad B'=B+2\kappa C+\kappa^2A .$$

In the order $A,C,B$ the matrix of derivatives is triangular with ones on its diagonal. Its determinant is 1, and the two factors again agree.

**The weight is constant.** Take any region $R$ in the space of $A,B,C$. The six-dimensional volume of all pairs of vectors belonging to it is $\int_R w\,dA\,dB\,dC$. Apply one of the maps, call its volume factor $J$, and let $\tau$ denote its action on the scalar products. Since the map is invertible, the pairs belonging to the region $\tau R$ are the images of those belonging to $R$. Their volume can be written in two ways:

$$J\int_R w(G)\,dG=\int_{\tau R}w(G')\,dG'=J\int_R w(\tau G)\,dG ,$$

where $G$ stands for $(A,B,C)$. The last step substitutes $G'=\tau G$, whose volume factor is the same $J$. Because $R$ is arbitrary and $w$ is continuous, $w(\tau G)=w(G)$.

Every allowed point can be reached from $(A,B,C)=(1,1,0)$. Stretch by $\lambda=\sqrt A$ and $\mu$, then shear by $\kappa$. The result has first scalar product $A$, mixed product $\kappa A$ and second scalar product $\mu^2+\kappa^2A$. These equal the required values if

$$\kappa=\frac CA,\qquad \mu^2=B-\frac{C^2}{A}=\frac{AB-C^2}{A}>0 .$$

Hence $w$ has one value $w_0$ everywhere in the domain.

**Fixing the constant.** One known integral suffices. With $f=e^{-r_1^2-r_2^2}$ the left side is a product of six one-dimensional Gaussian integrals, each equal to $\sqrt\pi$, so it equals $\pi^3$. On the right side $C$ runs from $-\sqrt{AB}$ to $\sqrt{AB}$, an interval of length $2\sqrt{AB}$:

$$\pi^3=2w_0\left(\int_0^\infty\sqrt A\,e^{-A}\,dA\right)^2=2w_0\left(\frac{\sqrt\pi}{2}\right)^2=\frac{\pi w_0}{2}.$$

The value $\sqrt\pi/2$ follows from $A=x^2$, which turns the integral into $2\int_0^\infty x^2e^{-x^2}dx$. Thus $w_0=2\pi^2$.

**Going to $s,t,u$.** The scalar products are

$$A=\frac{(s+t)^2}4,\qquad B=\frac{(s-t)^2}4,\qquad C=\frac{A+B-u^2}2 .$$

Since $A$ and $B$ do not contain $u$, the Jacobian is a product of two factors. At fixed $s,t$ one has $|\partial C/\partial u|=u$. The other factor is the absolute value of

$$\begin{vmatrix}\frac{s+t}2&\frac{s+t}2\\[3pt]\frac{s-t}2&-\frac{s-t}2\end{vmatrix}=-\frac{s^2-t^2}4-\frac{s^2-t^2}4=-\frac{s^2-t^2}2 .$$

The element is therefore $2\pi^2\cdot\tfrac12(s^2-t^2)\cdot u\,ds\,dt\,du$, which is $\pi^2u(s^2-t^2)\,ds\,dt\,du$.

The limits follow from $C^2\le AB$. With $\sqrt{AB}=r_1r_2$ this says $|r_1^2+r_2^2-u^2|\le2r_1r_2$, or

$$(r_1-r_2)^2\le u^2\le(r_1+r_2)^2 .$$

Taking square roots gives $|t|\le u\le s$, as in (3).

## What each derivation assumes

Both derivations assume three-dimensional space, a common origin for the two position vectors, and an integrand that depends on the shape of the triangle alone. Neither uses the Schrödinger equation, the nuclear charge or the spin.

The first derivation needs a polar axis attached to electron 1 and the law of cosines. It is local: each factor can be followed from one set of coordinates to the next. If an integrand does depend on orientation, one can stop before integrating over $\alpha,\beta,\gamma$ and keep those angles.

The second derivation needs the existence of a continuous weight, the behaviour of volumes under linear maps, and one integral known beforehand. It discards the orientation from the start. In return it shows where the form of the weight comes from: the measure is uniform in $A,B,C$, and the factor $u(s^2-t^2)$ is produced entirely by the change from scalar products to lengths.

**Integrands that depend on orientation.** Such an integrand must be averaged over rotations before (1) is used. Take $z_1z_2$ multiplied by a function of $s,t,u$. When the whole triangle is rotated through all orientations, $x_1x_2$, $y_1y_2$ and $z_1z_2$ have equal averages, and their sum is $\mathbf r_1\cdot\mathbf r_2$. Hence

$$z_1z_2\;\to\;\frac{\mathbf r_1\cdot\mathbf r_2}3=\frac{r_1^2+r_2^2-u^2}{6}.$$

## Full range or half range of $t$

The weight and the limits do not change under $t\to-t$, which exchanges the two electrons. If $f$ is also even in $t$, the two halves of the range contribute equally, and

$$\pi^2\int_{-u}^{u}dt\,(\cdots)=2\pi^2\int_0^u dt\,(\cdots).$$

The square of a real spatial function that is symmetric or antisymmetric under exchange, averaged over orientations if it depends on them, is even in $t$, so its norm may be computed on the half range. A single attraction term $1/r_1=2/(s+t)$ is not even. The sum of both terms is:

$$\frac1{r_1}+\frac1{r_2}=\frac{r_1+r_2}{r_1r_2}=\frac{4s}{s^2-t^2}.$$

Multiplied by the weight, this sum becomes $4\pi^2su$, with no singularity left. Similarly, the weight removes the singularity of $1/u$.

For an integrand without exchange symmetry, take

$$f=e^{-ar_1^2-br_2^2-cu^2},\qquad a=0.7,\quad b=1.3,\quad c=0.4\ \text{bohr}^{-2}.$$

Since $u^2=r_1^2+r_2^2-2\mathbf r_1\cdot\mathbf r_2$, the exponent is $-Pr_1^2-Qr_2^2+2c\,\mathbf r_1\cdot\mathbf r_2$, with $P=a+c=1.1$ and $Q=b+c=1.7$. The integral is a product of three equal factors, one for each Cartesian direction. Completing the square in $x_1$ and then integrating over $x_2$ gives for each factor

$$\sqrt{\frac{\pi}{P}}\sqrt{\frac{\pi}{Q-c^2/P}}=\frac{\pi}{\sqrt{PQ-c^2}} .$$

Here $PQ-c^2=1.87-0.16=1.71$, and the whole integral is $\pi^3/1.71^{3/2}=13.866$ bohr$^6$. Equation (1) with the full range of $t$ gives the same value. The doubled half range gives $17.781$ bohr$^6$, which is 28% above the correct result. The sign of the error can be read from the exponent: its part odd in $t$ is $+(b-a)st/2$, so here $f$ is larger at positive $t$ than at the corresponding negative $t$.

## Limiting cases and a volume check

Integrating the weight over $t$ gives

$$\int_{-u}^{u}u(s^2-t^2)\,dt=2s^2u^2-\tfrac23u^4.\tag{4}$$

When the electrons are close together, $u\ll s$, the first term dominates and the element is $2\pi^2s^2u^2\,ds\,du$. This agrees with a direct estimate. Both electrons are then at a distance of about $s/2$ from the nucleus. Electron 1 has the shell volume $4\pi(s/2)^2\,ds/2=\tfrac12\pi s^2ds$, electron 2 has the volume $4\pi u^2du$ around it, and the product is $2\pi^2s^2u^2\,ds\,du$. The single factor $u$ in (1) thus becomes the expected $u^2$ because the range of $t$ also shrinks in proportion to $u$.

The factor $s^2-t^2=4r_1r_2$ vanishes when either electron reaches the nucleus. There $|t|=s$, and (3) then requires $u=s$.

Prefactor and limits can be checked together on the region $r_1+r_2\le S$. Integrating (4) over $u$ from $0$ to $s$ gives

$$\tfrac23s^5-\tfrac2{15}s^5=\tfrac8{15}s^5,\tag{5}$$

so the volume is $\pi^2\cdot\frac8{15}\cdot\frac{S^6}6=\frac{4\pi^2S^6}{45}$. Directly, with $4\pi r^2dr$ for each electron, it is

$$16\pi^2\int_0^S r_1^2\,\frac{(S-r_1)^3}3\,dr_1=\frac{16\pi^2}{3}\cdot\frac{2!\,3!}{6!}S^6=\frac{4\pi^2S^6}{45}.$$

## Worked example: two electrons without repulsion

Take $\psi=e^{-\zeta s}=e^{-\zeta r_1}e^{-\zeta r_2}$ with $\zeta=2$ bohr$^{-1}$. This is a product of two hydrogen-like 1s functions for nuclear charge 2. It is the ground-state spatial function of the nonrelativistic helium atom with a fixed nucleus when the repulsion between the electrons is switched off. It is not the wave function of real helium, in which the repulsion acts.

The density $\psi^2=e^{-2\zeta s}$ depends on $s$ alone, so the integrals over $t$ and $u$ are integrals of polynomials. The last integration uses $\int_0^\infty s^ne^{-2\zeta s}ds=n!/(2\zeta)^{n+1}$.

**Norm.** From (5),

$$N=\pi^2\cdot\frac8{15}\cdot\frac{120}{64\zeta^6}=\frac{\pi^2}{\zeta^6}=\frac{\pi^2}{64}=0.1542\ \text{bohr}^6 .$$

**Mean repulsion.** Dividing (4) by $u$ and integrating over $u$ gives $s^4-\frac16s^4=\frac56s^4$. Therefore

$$\left\langle\frac1u\right\rangle=\frac{\zeta^6}{\pi^2}\cdot\pi^2\cdot\frac56\cdot\frac{24}{32\zeta^5}=\frac{5\zeta}8=1.25\ \text{hartree}=34.01\ \text{eV}.$$

In atomic units the repulsion energy of the two electrons is $1/u$, so a mean of $1.25$ bohr$^{-1}$ is an energy of $1.25$ hartree. This is the repulsion energy to first order, evaluated with a density that has not responded to the repulsion.

**Mean separation.** Multiplying (4) by $u$ and integrating gives $\frac12s^6-\frac19s^6=\frac7{18}s^6$, so

$$\langle u\rangle=\zeta^6\cdot\frac7{18}\cdot\frac{720}{128\zeta^7}=\frac{35}{16\zeta}=1.094\ \text{bohr}=0.579\ \text{Å}.$$

**Difference of the radii.** Here $t^2$ must be included before the $t$ integration:

$$\int_0^s\!du\int_{-u}^{u}\!dt\,u(s^2t^2-t^4)=\int_0^s\left(\tfrac23s^2u^4-\tfrac25u^6\right)du=\left(\tfrac2{15}-\tfrac2{35}\right)s^7=\tfrac8{105}s^7 .$$

It follows that

$$\langle t^2\rangle=\zeta^6\cdot\frac8{105}\cdot\frac{5040}{256\zeta^8}=\frac3{2\zeta^2}=0.375\ \text{bohr}^2 .$$

**Comparison with sampled positions.** The numerical check draws 400,000 pairs of Cartesian positions from $\psi^2$, without using Hylleraas coordinates to draw them. The sampled averages, with one standard error, are $1.2513\pm0.0017$ hartree for the repulsion, $1.0940\pm0.0009$ bohr for the separation and $0.3773\pm0.0010$ bohr$^2$ for $\langle t^2\rangle$. The last lies about 2.2 standard errors above the formula (computed from the unrounded values), inside the five allowed by the test but the largest of these deviations.

That value can be confirmed without sampling. The electrons are independent in this state, with $\langle r\rangle=3/(2\zeta)$ and $\langle r^2\rangle=3/\zeta^2$ for each, from the radial density proportional to $r^2e^{-2\zeta r}$. Hence

$$\langle t^2\rangle=2\langle r^2\rangle-2\langle r\rangle^2=\frac6{\zeta^2}-\frac9{2\zeta^2}=\frac3{2\zeta^2},$$

in agreement with the Hylleraas integral.

A partial region tests the weight on one side of $t=0$ only, with the limit $|t|\le u$ as one of its boundaries. For $u<1$ bohr and $t>0.2$ bohr, equation (1) gives the probability $0.1481$, and the sample gives $0.1472\pm0.0006$. This region contains positive $t$ alone, so its prefactor is $\pi^2$: the doubled prefactor belongs to a half range that stands for both halves, not to a region that really is one-sided.

## Computed values

```
Jacobian, largest relative deviation: 4.4e-09
limit test, trial triples: 100000
limit test, triples forming a triangle: 19465
integral over t and u at fixed s: 8*pi**2*s**5/15
volume of r1+r2<=S: 4*pi**2*S**6/45
Gaussian exponents a, b, c (1/bohr^2): 0.7, 1.3, 0.4
Gaussian, determinant formula (bohr^6): 13.866136
Gaussian, full t range (bohr^6): 13.866136
Gaussian, doubled half range (bohr^6): 17.780745
Gaussian <z1 z2>, matrix inverse (bohr^2): 0.116959
Gaussian <z1 z2>, Hylleraas (bohr^2): 0.116959
zeta (1/bohr): 2.0
norm formula: pi**2/zeta**6
<1/u> formula: 5*zeta/8
<u> formula: 35/(16*zeta)
<t^2> formula: 3/(2*zeta**2)
norm (bohr^6): 0.154213
<1/u> (hartree): 1.250000
<1/u> (eV): 34.0142
<1/u> from shells (hartree): 1.250000
<u> (bohr): 1.093750
<u> (angstrom): 0.5788
<t^2> (bohr^2): 0.375000
region: u < 1.0 bohr, t > 0.2 bohr
P(region), Hylleraas integral: 0.148064
number of sampled electron pairs: 400000
sampled <1/u> (hartree): 1.2513 +/- 0.0017
sampled <u> (bohr): 1.0940 +/- 0.0009
sampled <t^2> (bohr^2): 0.3773 +/- 0.0010
sampled P(region): 0.1472 +/- 0.0006
```
